# Propagation Loss of a Waveguide from Its Fabry-Perot Fringes: a numerical check

```python
# Result under test: a waveguide with equal facet power reflectance R and
# fringe ratio u = Tmax/Tmin has one-pass power survival
#     A = (sqrt(u) - 1) / (R * (sqrt(u) + 1)),   loss = -10 log10(A) dB.
# K = R*A is the round-trip field factor; delta is the round-trip phase.
# The formula is tested against a direct solution of the field boundary
# conditions of an absorbing slab. Lengths are in metres inside the program.
import numpy as np
from scipy.constants import c
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

R = 0.30
u = 2.5
length = 5e-3
lam0 = 1550e-9
n_group = 3.6
DB = 10 / np.log(10)


def contrast_factor(ratio):
    s = np.sqrt(ratio)
    return (s - 1) / (s + 1)


def deduced_loss(ratio, reflectance=R):
    return -10 * np.log10(contrast_factor(ratio) / reflectance)


def airy(delta, reflectance, survival):
    k = reflectance * survival
    return ((1 - reflectance)**2 * survival
            / (1 + k**2 - 2 * k * np.cos(delta)))


def slab_fields(lams, index, loss_db):
    """Transmitted power and forward internal power from field matching."""
    alpha = loss_db / DB / length
    N = index + 1j * alpha * lams / (4 * np.pi)
    e = np.exp(2j * np.pi * N * length / lams)
    M = np.zeros((len(lams), 4, 4), complex)
    # unknowns: reflected, internal forward, internal backward, transmitted
    M[:, 0, 0], M[:, 0, 1], M[:, 0, 2] = 1, -1, -1
    M[:, 1, 0], M[:, 1, 1], M[:, 1, 2] = -1, -N, N
    M[:, 2, 1], M[:, 2, 2], M[:, 2, 3] = e, 1 / e, -1
    M[:, 3, 1], M[:, 3, 2], M[:, 3, 3] = N * e, -N / e, -1
    rhs = np.zeros((len(lams), 4, 1), complex)
    rhs[:, :2, 0] = -1
    x = np.linalg.solve(M, rhs)[:, :, 0]
    return abs(x[:, 3])**2, index * abs(x[:, 1])**2


K = contrast_factor(u)
A = K / R
loss = deduced_loss(u)
alpha = -np.log(A) / length
Tmax, Tmin = airy(0, R, A), airy(np.pi, R, A)

# Direct solution: which loss makes the scanned slab show the given ratio?
n_slab = (1 + np.sqrt(R)) / (1 - np.sqrt(R))
scan = lam0 + np.linspace(0, 1.05, 2001) * lam0**2 / (2 * n_slab * length)


def scanned_ratio(loss_db):
    T = slab_fields(scan, n_slab, loss_db)[0]
    return T.max() / T.min()


loss_direct = brentq(lambda q: scanned_ratio(q) - u, 0.1, 4.0)
assert abs(loss_direct - loss) < 1e-4
T_slab, forward = slab_fields(scan, n_slab, loss)
delta_scan = 4 * np.pi * n_slab * length / scan
assert np.max(abs(T_slab - airy(delta_scan, R, A))) < 1e-4
assert abs(T_slab.max() - Tmax) < 1e-4 and abs(T_slab.min() - Tmin) < 1e-4
buildup = (1 - R) / (1 - K)**2
assert abs(forward.max() / buildup - 1) < 1e-4

# Lossless limit of the ratio, and the error of omitting the square root
u_lossless = ((1 + R) / (1 - R))**2
assert abs(scanned_ratio(0.0) / u_lossless - 1) < 1e-4
A_wrong = (u - 1) / (u + 1) / R
assert u < u_lossless and A_wrong > 1

# Unequal facets, by explicit addition of the multiply reflected fields
R1, R2, A_test = 0.2, 0.4, 0.6
orders = np.arange(200)
terms = (np.sqrt(R1 * R2) * A_test)**orders
ratio_unequal = (terms.sum() / (terms * (-1.0)**orders).sum())**2
found = contrast_factor(ratio_unequal) / np.sqrt(R1 * R2)
assert abs(found - A_test) < 1e-12

# Sensitivity to the measured ratio
slope = -DB / (np.sqrt(u) * (u - 1))
h = 1e-4
slope_fd = (deduced_loss(u + h) - deduced_loss(u - h)) / (2 * h)
assert abs(slope_fd - slope) < 1e-6

# Fringe spacing from successive resonances of a dispersive guide
spacing = lam0**2 / (2 * n_group * length)
n_phase = 3.47
dn_dlam = (n_phase - n_group) / lam0


def resonance(order):
    def mismatch(lam):
        n = n_phase + dn_dlam * (lam - lam0)
        return 2 * n * length / lam - order
    return brentq(mismatch, lam0 - 1e-9, lam0 + 1e-9, xtol=1e-18)


order0 = round(2 * n_phase * length / lam0)
spacing_direct = resonance(order0) - resonance(order0 + 1)
assert abs(spacing_direct / spacing - 1) < 2e-4

# Laser linewidth: Lorentzian average of the fringe curve
tau = 2 * n_group * length / c
g = 0.1  # test value of pi * linewidth * tau, large enough to matter
phase = 2 * np.pi * np.arange(1000) / 1000
wraps = 2 * np.pi * np.arange(-500, 501)
line = (g / ((phase[:, None] + wraps)**2 + g**2)).sum(axis=1)
line /= line.sum()
ratio_line = ((line * airy(phase, R, A)).sum()
              / (line * airy(phase + np.pi, R, A)).sum())
assert abs(contrast_factor(ratio_line) / (K * np.exp(-g)) - 1) < 2e-4
linewidth = 1e6
shift_line = DB * np.pi * linewidth * tau

# Facet tilt: overlap of the tilted reflected field with a Gaussian mode
w, tilt = 2e-6, np.radians(0.5)
tilt_factor = np.exp(-(2 * np.pi * n_slab * w * tilt / lam0)**2)
kx = 2 * np.pi * n_slab / lam0 * 2 * tilt * w
top = quad(lambda x: np.exp(-2 * x * x) * np.cos(kx * x), -6, 6)[0]
bottom = quad(lambda x: np.exp(-2 * x * x), -6, 6)[0]
assert abs((top / bottom)**2 - tilt_factor) < 1e-8
shift_tilt = -DB * np.log(np.sqrt(tilt_factor))  # one facet tilted

# Background, sampling and second mode, each from the altered extrema
background = 0.01
mean_T = airy(phase, R, A).mean()
b = background * mean_T
shift_back = deduced_loss((Tmax + b) / (Tmin + b)) - loss
step = 1e-12
miss = np.pi * step / spacing
shift_step = deduced_loss(airy(miss, R, A) / airy(np.pi + miss, R, A)) - loss
f = 0.05
ratio_mode = ((1 - f) * Tmax + f * Tmin) / ((1 - f) * Tmin + f * Tmax)
shift_mode = deduced_loss(ratio_mode) - loss
assert min(shift_back, shift_step, shift_mode) > 0

# Two-photon absorption at a transmission peak (rough silicon coefficient)
beta, power = 0.5e-11, 1e-3  # m/W and W
I0 = buildup * power / (np.pi * w**2)
L_eff = (1 - A) / alpha
extra_tpa = beta * I0 * (1 + 2 * K) * L_eff


def extra_rate(z, y):
    ahead = I0 * np.exp(-alpha * z - y[0])
    back = I0 * K * np.exp(-alpha * (length - z))
    return [beta * (ahead + 2 * back)]


sol = solve_ivp(extra_rate, (0, length), [0.0], rtol=1e-8, atol=1e-14)
assert abs(sol.y[0, -1] / extra_tpa - 1) < 1e-3
shift_tpa = DB * extra_tpa

# Temperature change that moves the pattern by one fringe
dn_dT = 1.8e-4
kelvin_fringe = lam0 / (2 * length * dn_dT)
T_hot = slab_fields(scan, n_slab + dn_dT * kelvin_fringe, loss)[0]
T_half = slab_fields(scan, n_slab + dn_dT * kelvin_fringe / 2, loss)[0]
assert np.max(abs(T_hot - T_slab)) < 1e-3
assert np.max(abs(T_half - T_slab)) > 0.3

# The claimed ranking of the error sources
loss_low, loss_high = deduced_loss(u, 0.28), deduced_loss(u, 0.32)
assert min(loss_high - loss, shift_mode) > 10 * max(shift_line, shift_tpa)

print(f"Facet power reflectance R: {R:.2f}")
print(f"Maximum-to-minimum ratio u: {u:.2f}")
print(f"Square root of u: {np.sqrt(u):.5f}")
print(f"Round-trip field factor K = R A: {K:.5f}")
print(f"One-pass power survival A: {A:.5f}")
print(f"One-pass loss, formula: {loss:.4f} dB")
print(f"One-pass loss, direct field solution: {loss_direct:.4f} dB")
print(f"Round-trip propagation loss: {2 * loss:.3f} dB")
print(f"Waveguide length: {length * 1e3:.1f} mm")
print(f"Loss per length: {loss / (length * 100):.3f} dB/cm")
print(f"Power attenuation coefficient: {alpha / 100:.4f} 1/cm")
print(f"Maximum transmission: {Tmax:.4f}")
print(f"Minimum transmission: {Tmin:.4f}")
print(f"Lossless upper limit of u: {u_lossless:.3f}")
print(f"A if the square root is omitted: {A_wrong:.3f}")
print(f"Slab index giving this R: {n_slab:.3f}")
print(f"Wavelength: {lam0 * 1e9:.0f} nm")
print(f"Group index: {n_group:.2f}")
print(f"Fringe spacing: {spacing * 1e12:.2f} pm")
print(f"Round-trip time: {tau * 1e12:.1f} ps")
print(f"Loss if R = 0.28: {loss_low:.3f} dB")
print(f"Loss if R = 0.32: {loss_high:.3f} dB")
print(f"Slope of loss against u: {slope:.3f} dB per unit ratio")
print(f"Loss change for u higher by 0.05: {slope * 0.05:.3f} dB")
print(f"Laser linewidth: {linewidth / 1e6:.1f} MHz")
print(f"Deduced-loss shift, linewidth: {shift_line:.5f} dB")
print(f"Mode field radius: {w * 1e6:.1f} um")
print(f"Tilt of one facet: {np.degrees(tilt):.2f} degrees")
print(f"Reflectance factor of tilted facet: {tilt_factor:.4f}")
print(f"Deduced-loss shift, tilt: {shift_tilt:.3f} dB")
print(f"Background as part of mean signal: {background:.3f}")
print(f"Deduced-loss shift, background: {shift_back:.3f} dB")
print(f"Wavelength sampling step: {step * 1e12:.1f} pm")
print(f"Largest deduced-loss shift, sampling: {shift_step:.4f} dB")
print(f"Second-mode part of mean signal: {f:.3f}")
print(f"Deduced-loss shift, opposite second mode: {shift_mode:.3f} dB")
print(f"Two-photon coefficient (rough): {beta * 1e11:.2f} cm/GW")
print(f"Incident guided power: {power * 1e3:.1f} mW")
print(f"Forward power build-up at a peak: {buildup:.3f}")
print(f"Added two-photon loss: {shift_tpa:.2e} dB")
print(f"Thermo-optic coefficient (rough): {dn_dT:.1e} 1/K")
print(f"Temperature change per fringe: {kelvin_fringe:.3f} K")
print("ALL CHECKS PASSED")
```

It prints:

```
Facet power reflectance R: 0.30
Maximum-to-minimum ratio u: 2.50
Square root of u: 1.58114
Round-trip field factor K = R A: 0.22515
One-pass power survival A: 0.75049
One-pass loss, formula: 1.2465 dB
One-pass loss, direct field solution: 1.2465 dB
Round-trip propagation loss: 2.493 dB
Waveguide length: 5.0 mm
Loss per length: 2.493 dB/cm
Power attenuation coefficient: 0.5740 1/cm
Maximum transmission: 0.6125
Minimum transmission: 0.2450
Lossless upper limit of u: 3.449
A if the square root is omitted: 1.429
Slab index giving this R: 3.422
Wavelength: 1550 nm
Group index: 3.60
Fringe spacing: 66.74 pm
Round-trip time: 120.1 ps
Loss if R = 0.28: 0.947 dB
Loss if R = 0.32: 1.527 dB
Slope of loss against u: -1.831 dB per unit ratio
Loss change for u higher by 0.05: -0.092 dB
Laser linewidth: 1.0 MHz
Deduced-loss shift, linewidth: 0.00164 dB
Mode field radius: 2.0 um
Tilt of one facet: 0.50 degrees
Reflectance factor of tilted facet: 0.9431
Deduced-loss shift, tilt: 0.127 dB
Background as part of mean signal: 0.010
Deduced-loss shift, background: 0.043 dB
Wavelength sampling step: 1.0 pm
Largest deduced-loss shift, sampling: 0.0053 dB
Second-mode part of mean signal: 0.050
Deduced-loss shift, opposite second mode: 0.501 dB
Two-photon coefficient (rough): 0.50 cm/GW
Incident guided power: 1.0 mW
Forward power build-up at a peak: 1.166
Added two-photon loss: 1.27e-05 dB
Thermo-optic coefficient (rough): 1.8e-04 1/K
Temperature change per fringe: 0.861 K
ALL CHECKS PASSED
```
